# The High-Frequency Power Law of a Self-Affine Edge

One way to simulate a transistor with rough gate edges is to draw random edges from a chosen spectrum. Suppose the roughness exponent \(H\) is given. The decision is then which power of frequency the generator should follow at short wavelengths, and with what prefactor. The same decision, read backwards, turns a measured spectral slope into a value of \(H\). I start with a case where everything can be integrated.

## 1. A simple case: exponential covariance

Let \(x(z)\) be the displacement of the edge from its mean line at position \(z\) along it. The edge is statistically stationary, with variance \(\sigma^2\) and autocovariance \(C(r)=\langle x(z+r)x(z)\rangle\). The spectrum is two-sided, with \(f\) in cycles per length and \(\omega=2\pi f\):

\[
S(f)=\int_{-\infty}^{\infty}C(r)e^{-i\omega r}dr=2\int_0^\infty C(r)\cos(\omega r)\,dr .
\]

The second form holds because \(C\) is even. The mean squared increment is

\[
G(r)=\langle[x(z+r)-x(z)]^2\rangle=2[\sigma^2-C(r)],
\]

since both squares average to \(\sigma^2\) and the cross term gives \(-2C\).

Take \(C=\sigma^2e^{-r/\xi}\) for \(r>0\), with correlation length \(\xi\). Then

\[
S=2\sigma^2\,\mathrm{Re}\,\frac{1}{1/\xi-i\omega}=\frac{2\sigma^2\xi}{1+\omega^2\xi^2}.
\]

At small separation \(G\simeq Ar\) with \(A=2\sigma^2/\xi\). At high frequency \(S\simeq 2\sigma^2/(\xi\omega^2)=A/\omega^2\).

Limit check: for \(\omega\xi\ll1\) the spectrum is flat at \(2\sigma^2\xi\), because points much farther apart than \(\xi\) are uncorrelated. The power law belongs to the other end, and its amplitude depends on \(\sigma\) and \(\xi\) through \(A\) alone. This suggests that the behaviour of \(C\) near \(r=0\) sets the tail.

## 2. General exponent

Self-affinity means that increments over a separation \(b\) times as long are typically \(b^H\) times as large. Hence \(G(br)=b^{2H}G(r)\), whose solution is \(G=Ar^{2H}\). A stationary edge cannot obey this at all distances, since \(G\) must level off at \(2\sigma^2\). I therefore require it as \(r\to0\), with \(0<H<1\):

\[
C(r)=\sigma^2-\tfrac{A}{2}r^{2H}+E(r).
\]

The remainder must be regular as well as small. Near zero, let \(|E^{(n)}(r)|\le Kr^{p-n}\) for \(n=0,1,2,3\), with some \(p>2H\). Let \(C\) be integrable and three times continuously differentiable for \(r>0\), let \(C,C',C''\) vanish at infinity, and let \(C'''\) be integrable there. Section 3 shows why some such condition is needed.

**The singular part.** The power \(r^{2H}\) has no ordinary Fourier integral, so I damp it with a fixed length \(\ell\) and put the difference elsewhere:

\[
C(r)=-\tfrac{A}{2}r^{2H}e^{-r/\ell}+D(r).
\]

For real \(a>0\), the substitution \(t=ar\) gives \(\int_0^\infty r^{2H}e^{-ar}dr=\Gamma(1+2H)a^{-1-2H}\). Both sides are analytic for \(\mathrm{Re}\,a>0\), so \(a=1/\ell-i\omega\) is allowed. Its phase is \(-\theta\), with \(\theta=\arctan(\omega\ell)\), and therefore

\[
\int_0^\infty r^{2H}e^{-r/\ell}\cos(\omega r)dr
=\frac{\Gamma(1+2H)\cos[(1+2H)\theta]}{(\omega^2+\ell^{-2})^{H+1/2}} .
\]

As \(\omega\to\infty\), \(\theta\to\pi/2\) and the cosine tends to \(\cos(\pi/2+\pi H)=-\sin(\pi H)\). Multiplication by \(2(-A/2)=-A\) gives a positive contribution:

\[
A\,\Gamma(1+2H)\sin(\pi H)\,\omega^{-1-2H}.
\]

**The remainder.** Near zero, \(D=\sigma^2+E+\tfrac A2r^{2H}(e^{-r/\ell}-1)\), and the last term starts as \(r^{2H+1}\). Lowering \(p\) only weakens the bounds near zero, so I choose \(2H<p<\min(2,2H+1)\). Then \(|D^{(n)}|\le K'r^{p-n}\) for \(n=1,2,3\). Integrating by parts, with vanishing boundary terms,

\[
2\int_0^\infty D\cos(\omega r)dr=-\frac2\omega\int_0^\infty D'\sin(\omega r)dr .
\]

Split the last integral at \(r=1/\omega\). The inner part is at most \(K'\int_0^{1/\omega}r^{p-1}dr=K'\omega^{-p}/p\). In the outer part, two more integrations by parts give

\[
\frac{D'(1/\omega)\cos1}{\omega}-\frac{D''(1/\omega)\sin1}{\omega^2}
-\frac1{\omega^2}\int_{1/\omega}^\infty D'''\sin(\omega r)dr .
\]

The first two terms are \(O(\omega^{-p})\) by the bounds on \(D'\) and \(D''\). In the third, the region near zero contributes at most \(K'\omega^{2-p}/(2-p)\) to \(\int|D'''|dr\), and the rest contributes a constant. After division by \(\omega^2\) this is again \(O(\omega^{-p})\), because \(p<2\). With the prefactor \(2/\omega\), the whole remainder is \(O(\omega^{-1-p})\), which is smaller than \(\omega^{-1-2H}\).

Inserting \(\omega=2\pi f\),

\[
\boxed{S(f)\sim Bf^{-(1+2H)},\qquad
B=\frac{A\,\Gamma(1+2H)\sin(\pi H)}{(2\pi)^{1+2H}} .}
\]

Limit checks: at \(H=1/2\) this gives \(A/(2\pi f)^2\), as in Section 1. As \(H\to1\) with \(A\) fixed, the sine and the coefficient vanish. That is reasonable, since \(r^2\) is smooth when extended evenly through \(r=0\). The Gaussian covariance \(\sigma^2e^{-r^2/\xi^2}\) shows the endpoint: its spectrum is \(\sqrt\pi\,\sigma^2\xi\,e^{-\omega^2\xi^2/4}\), with no power tail.

## 3. The reverse direction, and a failure

Now start from the spectrum. Inverting the transform,

\[
G(r)=4\int_0^\infty S(f)[1-\cos(2\pi fr)]\,df .
\]

Put \(S=Bf^{-1-2H}\) and \(u=2\pi fr\). Then \(G=4B(2\pi r)^{2H}I\), where \(I=\int_0^\infty(1-\cos u)u^{-1-2H}du\). The integral converges at large \(u\) if \(H>0\), and at small \(u\), where the integrand behaves as \(u^{1-2H}\), if \(H<1\). To evaluate it, write \(u^{-1-2H}=\Gamma(1+2H)^{-1}\int_0^\infty t^{2H}e^{-ut}dt\) and do the \(u\) integral first, which is allowed because the integrand is nonnegative:

\[
\int_0^\infty(1-\cos u)e^{-ut}du=\frac1t-\frac{t}{1+t^2}=\frac1{t(1+t^2)} .
\]

With \(y=t^2\) and Euler's integral \(\int_0^\infty y^{H-1}/(1+y)\,dy=\pi/\sin(\pi H)\),

\[
I=\frac{1}{\Gamma(1+2H)}\int_0^\infty\frac{t^{2H-1}}{1+t^2}dt
=\frac{\pi}{2\Gamma(1+2H)\sin(\pi H)} .
\]

Thus \(G=Ar^{2H}\) with the same relation between \(A\) and \(B\). A real spectrum departs from the power law at low frequency. Changing \(S\) over a bounded range of frequencies alters \(G\) by only \(O(r^2)\), which is smaller than \(r^{2H}\). Corrections that persist into the tail can add larger terms, such as \(r^{4H}\) for the covariance of Section 4 when \(H<1/2\), but these too are smaller than \(r^{2H}\).

As a numerical test I used a different spectrum, proportional to \((1+\omega^2\xi^2)^{-H-1/2}\). At \(r/\xi=10^{-4}\), \(G/(Ar^{2H})\) is 1.0000, 1.0000 and 0.9973 for \(H=0.3,0.5,0.7\). The \(r^2\) term has relative size of order \((r/\xi)^{2-2H}\), or 0.004 for \(H=0.7\), so a deviation of 0.003 is of the expected order.

From \(G\) to \(S\) the regularity condition matters. Add to a regular spectrum with \(H=0.7\) and \(A=2\sigma^2/\xi^{2H}\) narrow spikes at \(f_n=2^n/\xi\), \(n=1,2,\dots\) Mirror them at \(-f_n\). In units of the \(\sigma\) and \(\xi\) of the regular part, give each a power \(f_n^{-1.8}\) and a width \(1/f_n\). Since \(1-\cos(2\pi fr)\) is bounded both by 2 and by \((2\pi fr)^2/2\), summing over \(n\) gives the spikes a share \(O(r^{1.8})\) of \(G\). This is negligible beside \(r^{1.4}\) as \(r\to0\). Their height, however, is \(f_n^{-0.8}\), far above \(f_n^{-2.4}\).

The limit is approached slowly. The ratio of spike to regular \(G\) is 18.9, 4.79 and 0.872 at \(r/\xi=10^{-2},10^{-4},10^{-6}\), so it is falling but not yet small. Meanwhile the spikes stand \(2.7\times10^6\) times above the regular tail at \(f\xi=2^{10}\), and \(1.8\times10^{11}\) times at \(2^{20}\). The asymptotic law of \(G\) alone therefore does not fix \(S\) at every frequency.

## 4. Where the tail begins

For a usable family take \(C=\sigma^2\exp[-(r/\xi)^{2H}]\), so that \(A=2\sigma^2/\xi^{2H}\). The next term in its expansion is \(\tfrac12\sigma^2(r/\xi)^{4H}\). By the damped integral of Section 2, a term \(ar^q\) contributes \(-2a\Gamma(1+q)\sin(\pi q/2)\omega^{-1-q}\). Dividing the contribution of \(q=4H\) by that of \(q=2H\), and using \(\sin2\pi H=2\sin\pi H\cos\pi H\),

\[
\frac{S}{Bf^{-1-2H}}\simeq1-\cos(\pi H)\frac{\Gamma(1+4H)}{\Gamma(1+2H)}(\omega\xi)^{-2H}.
\]

This leading correction is negative for \(H<1/2\) and positive for \(H>1/2\). At \(H=1/2\) it vanishes, and the next term, \(-(\omega\xi)^{-2}\) as in the Lorentzian of Section 1, takes over. That next term can also set the sign at moderate \(\omega\xi\) when \(H\) is only slightly above \(1/2\). At \(\omega\xi=200\) the formula gives 0.970 for \(H=0.3\) and 1.0013 for \(H=0.7\); direct integration of the covariance gives 0.9700 and 1.0013. Between \(\omega\xi=200\) and 400 the integrated slopes are \(-1.585\) and \(-2.401\), against asymptotic values of \(-1.6\) and \(-2.4\). For these two exponents, the smaller \(H\) comes within 10% of its tail later, at \(\omega\xi\approx26\) rather than 9.

## 5. A model resist edge

Take \(\sigma=1.5\) nm, \(\xi=30\) nm and \(H=0.7\). Then

\[
A=\frac{2(1.5)^2}{30^{1.4}}=0.0385\ \mathrm{nm^{0.6}},
\]
\[
B=\frac{0.0385\times1.242\times0.809}{(2\pi)^{2.4}}=4.70\times10^{-4}\ \mathrm{nm^{0.6}} .
\]

At \(f=0.1\ \mathrm{nm^{-1}}\) the tail law gives \(4.70\times10^{-4}\times10^{2.4}=0.118\ \mathrm{nm^3}\), while the full model spectrum is \(0.122\ \mathrm{nm^3}\). The two agree within 10% of the tail value above \(0.049\ \mathrm{nm^{-1}}\), that is, for periods shorter than about 20 nm.

How much roughness lies in the tail? Counting both signs of frequency, the variance above \(f_c\) is

\[
2\int_{f_c}^\infty Bf^{-1-2H}df=\frac{B}{H}f_c^{-2H}.
\]

For \(f_c=0.2\ \mathrm{nm^{-1}}\) this is \(0.0064\ \mathrm{nm^2}\), and the full spectrum agrees to that precision. It is about 0.3% of \(\sigma^2\). A device quantity that follows the mean edge displacement is thus little affected by this part.

A quantity that depends on the local edge angle behaves differently. The slope \(dx/dz\) has spectrum \(\omega^2S\), so its variance up to a cutoff \(F\) grows as \(\int^F f^{1-2H}df\propto F^{2-2H}\). For \(H=0.7\), doubling a high cutoff multiplies the growing part by \(2^{0.6}\approx1.5\). Refining the mesh then changes the answer unless a physical cutoff is supplied.

## 6. What a measured slope says

Suppose the record has length \(L=500\) nm and pixels of \(\Delta=0.5\) nm. Let the probe average the edge along its length with a Gaussian of standard deviation \(b=1\) nm, and let each edge position carry independent noise of \(\sigma_n=0.4\) nm.

**Finite record.** The mean periodogram without a taper is \(2\int_0^L(1-r/L)C\cos(\omega r)dr\), because a separation \(r\) fits into the record over a length \(L-r\). For \(L\gg\xi\), the factor adds a term \(-\sigma^2r/L\) near \(r=0\). The rule of Section 4 with \(q=1\) turns this into extra power \(2\sigma^2/(L\omega^2)\). It falls more slowly than the true tail when \(H>1/2\). At \(0.2\ \mathrm{nm^{-1}}\) it is \(4.5/(500\times1.257^2)=0.0057\ \mathrm{nm^3}\), about 25% of \(S\). On the pixel grid the leakage is itself aliased and comes to about 26%.

In 4000 random edges drawn from the real-space covariance, without blur or noise, the slope fitted over 0.1–0.3 \(\mathrm{nm^{-1}}\) is \(-2.31\) without a taper and \(-2.39\) with a Hann taper. The law gives \(-2.4\). The closeness of the tapered value is partly a cancellation. Over this band the model spectrum itself has a slope of about \(-2.42\), and sampling flattens it slightly by folding in power from above the Nyquist frequency. At \(0.2\ \mathrm{nm^{-1}}\) this adds 1.1% of \(S\). The two effects together give an expected tapered slope of \(-2.40\). The remaining 0.01 is sampling scatter, which is about 0.005 for a batch of 4000 edges.

**Blur and noise.** Gaussian averaging multiplies each Fourier amplitude by \(e^{-\omega^2b^2/2}\), and hence the power by its square. The noise is uncorrelated between pixels and adds a constant \(\sigma_n^2\Delta=0.16\times0.5=0.08\ \mathrm{nm^3}\). With leakage and aliasing left out,

\[
S_{\rm raw}=S\,e^{-\omega^2b^2}+\sigma_n^2\Delta .
\]

At \(0.1\ \mathrm{nm^{-1}}\) this is \(0.122\times0.674+0.080=0.162\ \mathrm{nm^3}\). Random edges treated in the same way, with a Hann taper, agree with the formula to about 1% near this frequency, which is the size of the sampling scatter.

For the local slope, the constant noise contributes nothing to the derivative but does enter the denominator. The edge signal supplies a fraction \(0.0824/0.1624=0.507\) of the power. Its logarithmic slope is that of \(S\), about \(-2.45\) here by the correction of Section 4, plus the blur term \(-2\omega^2b^2=-0.79\). The raw slope is

\[
0.507(-2.45-0.79)\approx-1.64 .
\]

Reading this as \(-(1+2H)\) gives \(H=0.32\) instead of 0.7. Blur steepens the spectrum and noise flattens it; at this frequency the noise wins.

The two can also hide each other. At \(0.05\ \mathrm{nm^{-1}}\) blur leaves 0.906 of \(S\) and noise adds 0.117, so the total is within about 2% of the true level. Agreement in level at one frequency therefore does not show that blur and noise are negligible. By \(0.2\ \mathrm{nm^{-1}}\) the noise is 3.5 times \(S\). With these settings the exponent has to come from a fit that includes blur and noise, or from data corrected for both.

**Beside a real resist.** An rms roughness of one to two nanometres and a correlation length of some tens of nanometres are rough typical values for lines in chemically amplified resists. The blur and noise are round model values and vary with the microscope and its settings. A real resist breaks the assumption of self-affinity down to zero length, since its molecules have a size of roughly one to a few nanometres. As an example, removing all model power above \(1\ \mathrm{nm^{-1}}\) would lower the variance by \(B/H\approx7\times10^{-4}\ \mathrm{nm^2}\), or 0.03%. This cutoff hardly changes \(\sigma\), but it limits the edge-slope variance, which would otherwise diverge.

The values used here are collected in the numerical output below.

## Values computed for the example and the checks

```
Direct quadrature, reduced frequency q = 2 pi f xi (dimensionless)
H=0.3: slope q=200-400 -1.5850, law -1.6, S/tail at q=200 0.9700
H=0.5: slope q=200-400 -2.0000, law -2.0, S/tail at q=200 1.0000
H=0.7: slope q=200-400 -2.4012, law -2.4, S/tail at q=200 1.0013
H=0.9: slope q=200-400 -2.8006, law -2.8, S/tail at q=200 1.0005
Reverse check, spectrum (1+q^2)^-(H+1/2), r/xi = 1e-4
H=0.3: G/(A r^2H) = 1.0000
H=0.5: G/(A r^2H) = 1.0000
H=0.7: G/(A r^2H) = 0.9973
Spike counterexample, H=0.7
spike G / regular G at r/xi=1e-2, 1e-4, 1e-6: 18.9, 4.79, 0.872
spike height / regular S at f xi=2^10, 2^20: 2.68e+06, 1.76e+11
Worked example: model resist edge
sigma = 1.5 nm, xi = 30.0 nm, H = 0.7
record = 500.0 nm, pixel = 0.5 nm
probe averaging = 1.0 nm, position noise = 0.4 nm
A = 0.03848 nm^0.6, B = 4.6962e-04 nm^0.6
S within 10% of tail above f = 0.0494 nm^-1, period 20.2 nm
f=0.05 nm^-1: S = 0.68386 nm^3, tail law = 0.62262 nm^3
f=0.10 nm^-1: S = 0.12231 nm^3, tail law = 0.11796 nm^3
f=0.20 nm^-1: S = 0.02266 nm^3, tail law = 0.02235 nm^3
variance above 0.2 nm^-1: direct 0.00643 nm^2, law 0.00639 nm^2
share of total variance: 0.286 %
leakage at 0.2 nm^-1: direct 0.00576 nm^3, law 0.00570 nm^3
leakage / S at 0.2 nm^-1: 25.4 %
aliasing / S at 0.2 nm^-1: 1.12 %
noise floor = 0.0800 nm^3
f=0.05 nm^-1: blur factor 0.906, noise/S 0.117
f=0.10 nm^-1: blur factor 0.674, noise/S 0.654
f=0.20 nm^-1: blur factor 0.206, noise/S 3.530
raw slope at 0.1 nm^-1 with blur and noise: -1.644, apparent H = 0.322
4000 random edges, band 0.1-0.3 nm^-1
slope with Hann taper -2.388, without taper -2.306
tapered spectrum / tail law near 0.2 nm^-1: 1.029
blurred noisy edges / formula near 0.1 nm^-1: 1.002
```
